# Interpolating scaling function Poisson kernel and grid multipole moments, derived twice, part 2

The problem is the potential $V(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ of an isolated density, in Hartree atomic units. Values $\rho_j$ on a cubic grid $\mathbf r_j=\mathbf r_0+h\mathbf j$ define

$$\rho_h(\mathbf r)=\sum_{\mathbf j}\rho_{\mathbf j}\prod_{\alpha=x,y,z}\varphi\!\left(\frac{(\mathbf r-\mathbf r_0)_\alpha}{h}-j_\alpha\right).$$

Here $\varphi$ is the interpolating scaling function of even order $m=2N$. It is even and continuous, vanishes outside $[-(m-1),m-1]$, and obeys $\varphi(j)=\delta_{j0}$ and $|\varphi|\le1$. The grid potential is

$$V(\mathbf r_i)=h^2\sum_{\mathbf j}K_{\mathbf i-\mathbf j}\,\rho_{\mathbf j},\qquad K_{\mathbf n}=\int\frac{\varphi(u_x)\varphi(u_y)\varphi(u_z)}{|\mathbf n-\mathbf u|}\,d^3u .$$

Using $1/r=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt$, the kernel becomes

$$K_{\mathbf n}=\frac{2}{\sqrt\pi}\int_0^\infty I_{n_x}(t^2)I_{n_y}(t^2)I_{n_z}(t^2)\,dt,\qquad I_n(p)=\int\varphi(x)\,e^{-p(x-n)^2}dx.\tag{3}$$

The moments $M_p=\int x^p\varphi\,dx$ are

$$M_0=1,\quad M_p=0\ (1\le p<m),\quad M_m=\frac{H_m}{2^{m+1}-2},\tag{2}$$

with $H_m=(-1)^{N+1}[(m-1)!!]^2$. Thus $M_4=-0.3$ for $m=4$ and $M_8=-21.617647$ for $m=8$.

With $\hat f(\omega)=\int fe^{-i\omega x}dx$, the transform $\hat\varphi$ lies in $[0,1]$, $\sum_q\hat\varphi(\omega+2\pi q)=1$ almost everywhere, and

$$0\le1-\hat\varphi(\omega)\le a\,\omega^m,\qquad\hat\varphi=1-a\omega^m+O(\omega^{m+2}),\qquad a=\frac{|H_m|}{m!\,(2^{m+1}-2)}.\tag{5}$$

Grid sums give the exact moments of $\rho_h$ for monomials with every exponent at most $m-1$. Relative to a sampled function $f$, they also contain aliasing from $\hat f$ and its derivatives at $k=2\pi q/h$, $q\ne0$. A normalized Gaussian of width $\sigma$ at $x_0$ has $\hat f=e^{-ikx_0-k^2\sigma^2/2}$.

The cubic harmonic is $P=x^4+y^4+z^4-\tfrac35r^4$. Its moment is not preserved for $m=4$; the numerical output lists this defect, a random-data test of monomials with exponents $a,b,c\le3$, and an aliasing test. There, "Riemann $M_m$" is a fine-grid sum for $M_m$.

## From the integral to a finite Gaussian sum

Put $t=e^s$ and use the trapezoid rule at $s_k=k\Delta$: $1/r\approx\sum_k\omega_ke^{-p_kr^2}$ with $p_k=e^{2s_k}$, $\omega_k=(2/\sqrt\pi)\Delta e^{s_k}$. For the integrand $\gamma(s)=(2/\sqrt\pi)e^{s-r^2e^{2s}}$, the substitution $u=r^2e^{2s}$, $ds=du/2u$ gives $\hat\gamma(\nu)=\pi^{-1/2}\,\Gamma\!\big(\tfrac{1-i\nu}2\big)\,r^{-1+i\nu}$. Poisson summation over all $k$ picks $\nu=2\pi q/\Delta$, so the error relative to $1/r$ is

$$\frac2{\sqrt\pi}\,\mathrm{Re}\sum_{q\ge1}\Gamma\!\Big(\tfrac12-\frac{i\pi q}\Delta\Big)r^{2\pi iq/\Delta}.$$

It oscillates in $\ln r$. The reflection formula gives $|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y$, so the $q=1$ amplitude is $2/\sqrt{\cosh(\pi^2/\Delta)}$. At $\Delta=0.6$ it is $7.5791\times10^{-4}$; the largest observed error, $7.5801\times10^{-4}$, is slightly above it, within the $q=2$ amplitude, which is the square of the first over $2\sqrt2$, about $2\times10^{-7}$. A uniform relative error $\epsilon$ changes $K_{\mathbf n}$ by at most $\epsilon\int|\varphi\varphi\varphi|/|\mathbf n-\mathbf u|$.

The sum is cut to $s_{\min}\le s_k\le s_{\max}$. Below, the Gaussians are nearly flat and are replaced by the geometric sum $\omega_c=(2/\sqrt\pi)\Delta e^{s_{\min}}/(e^\Delta-1)$, which enters $K$ unchanged because $M_0=1$. From $0\le1-e^{-y}\le y$, the excess in $1/r$ lies between $0$ and $r^2\sum\omega_kp_k\propto r^2e^{3s_{\min}}$, so $e^{s_{\min}}$ times the box diagonal in grid units must be small. Above, $|\varphi|\le1$ gives $|I_n|\le\sqrt{\pi/p}$, and continuity gives $I_n\sqrt{p/\pi}\to\varphi(n)=\delta_{n0}$. Each omitted term is at most $\omega_k(\pi/p_k)^{3/2}=2\pi\Delta e^{-2s_k}$, so the omitted part is bounded by $\tau=2\pi\Delta e^{-2s_{\max}}/(e^{2\Delta}-1)$ and its ratio to $\tau$ tends to $\delta_{\mathbf n0}$ as $s_{\max}$ grows. The working kernel is

$$K_{\mathbf n}\approx\sum_k\omega_kI_{n_x}(p_k)I_{n_y}(p_k)I_{n_z}(p_k)+\omega_c+\tau\,\delta_{\mathbf n0}.$$

With $\Delta=0.2$, $s\in[-13,6]$ there are 96 Gaussians, $\omega_c=2.304\times10^{-6}$ and $\tau=1.570\times10^{-5}$. At 400 logarithmically spaced points in $0.05\le r\le120$ the largest error relative to $1/r$ is $5.71\times10^{-11}$ against the amplitude $5.44\times10^{-11}$. The surplus comes from the low-tail excess: relative to $1/r$ it is at most $r^3(2/\sqrt\pi)\Delta e^{3s_{\min}}/(e^{3\Delta}-1)$, which is $5.5\times10^{-12}$ at $r=120$, while the terms $q\ge2$ and the omitted narrow Gaussians are negligible on this range. An independent evaluation, splitting $1/r$ into $\mathrm{erf}(r)/r$ by real-space quadrature and $\mathrm{erfc}(r)/r$ by Fourier quadrature, was tested to $10^{-7}$ at four points for $m=8$; it gives $K_{000}=2.349688314$ against $2.349688309$. Omitting $\tau$ would fail that tolerance.

Far away, for $|\mathbf n|>\sqrt3(m-1)$, the Taylor series of $1/|\mathbf n-\mathbf u|$ converges on the support and $K_{\mathbf n}=1/|\mathbf n|+(M_m/m!)\sum_\alpha\partial_\alpha^m(1/r)+\dots$. For $m=4$ on the $x$ axis, $\partial_x^4x^{-1}=24/n^5$ and the $y^4$ coefficient of $(n^2+y^2)^{-1/2}$ is $\tfrac38n^{-5}$, so $K-1/n\approx M_4(1+2\cdot\tfrac38)/n^5=-0.525/n^5$. At $n=10$ and $20$ this is $-5.250\times10^{-6}$ and $-1.6406\times10^{-7}$; the kernel gives $-5.274\times10^{-6}$ and $-1.6427\times10^{-7}$.

## Error for a sampled smooth density

Take $\mathbf r_0=0$ and $\Phi(\mathbf k)=\prod_\alpha\hat\varphi(k_\alpha h)$. Then $\hat\rho_h=\Phi S$ with $S=h^3\sum\rho_je^{-i\mathbf k\cdot\mathbf r_j}$, periodic under the reciprocal vectors $\mathbf G$. Assume $\hat\rho$ negligible outside the first zone, so $S=\hat\rho$ inside it. Since $e^{i\mathbf G\cdot\mathbf r_i}=1$, folding the integral into the zone gives

$$V(\mathbf r_i)=\int_{\rm zone}\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\hat\rho\,R\,e^{i\mathbf k\cdot\mathbf r_i},\qquad R=\sum_{\mathbf G}\Phi(\mathbf k+\mathbf G)\frac{k^2}{|\mathbf k+\mathbf G|^2}.$$

In the zone $k\le|\mathbf k+\mathbf G|$, while $\Phi\ge0$ and $\sum_{\mathbf G}\Phi=1$. Hence $\Phi\le R\le1$ and $0\le1-R\le ah^m\sum_\alpha k_\alpha^m$. The terms $\mathbf G\ne0$ have total weight $1-\Phi=O(h^m)$ and a further factor $O(k^2h^2)$. Translating $k^m\to(-1)^N\partial^m$ and $-a(-1)^N=M_m/m!$, the error against the potential $V_\rho$ of the true density is $\delta V=h^m(M_m/m!)\sum_\alpha\partial_\alpha^mV_\rho+O(h^{m+2})$.

For a unit Gaussian charge, convolving with $e^{-t^2r^2}$ gives $(1+2\sigma^2t^2)^{-3/2}e^{-u^2r^2}$ with $u=t/\sqrt{1+2\sigma^2t^2}$ and $du=(1+2\sigma^2t^2)^{-3/2}dt$. So $V_\rho=(2/\sqrt\pi)\int_0^{1/\sqrt2\sigma}e^{-u^2r^2}du=\mathrm{erf}(r/\sqrt2\sigma)/r$, whose $r^m$ coefficient is $\sqrt{2/\pi}\,\sigma^{-1-m}(-\tfrac12)^N/(N!(m+1))$. At the centre

$$\delta V_c=3h^mM_m\sqrt{2/\pi}\;\sigma^{-1-m}\frac{(-1/2)^N}{N!\,(m+1)}<0 .$$

Because $|\hat\rho|=e^{-k^2\sigma^2/2}$ wherever the centre lies, $|\delta V_c|$ also bounds the error at every grid point. For $\sigma=1$ bohr, $m=4$, $h=0.25$ bohr it is $3\times0.25^4\times(-0.3)\times0.79788\times0.25/10=-7.013\times10^{-5}$ Ha/$e$, and the computed error is $-6.838\times10^{-5}$. The ratio moves from $0.8991$ at $h=0.5$ to $0.9750$, its shortfall dropping fourfold as an $h^2$ correction should. For $m=8$ the ratios are $0.6148$ and $0.8857$, a drop of 3.4, so $h=0.5$ is not yet in the asymptotic regime.

## Worked example

Two model Gaussians: $q_a=2\,e$, $\sigma_a=1.0$ bohr at $(0.5,0,-0.3)$ and $q_b=-1\,e$, $\sigma_b=0.8$ bohr at $(-1.0,0.5,0.7)$, on $41^3$ points with $h=0.4$ bohr. For the moments, which are taken at $k=0$, the aliasing factor is at most $e^{-2\pi^2(0.8/0.4)^2}=e^{-8\pi^2}$. For the potential the zone faces $k=\pi/h$ matter; there each Gaussian's transform has fallen to at most $e^{-2\pi^2}\approx2.7\times10^{-9}$ of its central value, so the band-limited assumption is a good one. A harmonic polynomial averaged over a spherical charge takes its central value, so $Q=1$, $d_x=2(0.5)-(-1.0)=2$, $d_y=-0.5$, $d_z=-0.6-0.7=-1.3$, the moment of $(3z^2-r^2)/2$ is $2(0.09-0.125)-(0.49-0.625)=0.065$, and that of $xy$ is $0.5$, in $e\,\mathrm{bohr}^l$. The grid sums match to the nine decimals shown in the numerical output below.

Two Gaussians interact as a point charge with a Gaussian of variance $\sigma_a^2+\sigma_b^2$, so $E_{ab}=q_aq_b\,\mathrm{erf}\big(R/\sqrt{2(\sigma_a^2+\sigma_b^2)}\big)/R$, and half its $R\to0$ limit for equal widths is the self-energy $q^2/(2\sigma\sqrt\pi)$. With $R=1.870829$ bohr, $E=1.12837917+0.35261849-0.91504836=0.5659493$ Ha $=15.40026$ eV. The grid energy is $\tfrac12h^3\sum\rho_jV_j$.

| $m$ | max $\lvert\delta V\rvert$ (Ha/$e$) | bound (Ha/$e$) | $\delta E$ (Ha) |
|---|---|---|---|
| 4 | $1.221\times10^{-3}$ | $2.322\times10^{-3}$ | $-2.510\times10^{-4}$ |
| 8 | $4.227\times10^{-5}$ | $9.273\times10^{-5}$ | $-2.286\times10^{-6}$ |
| 16 | $8.443\times10^{-7}$ | $8.524\times10^{-6}$ | $-4.838\times10^{-9}$ |

The bound is $\sum|q\,\delta V_c|$. For $m=8$, $3\times0.4^8\times21.6176\times0.79788/(16\cdot24\cdot9)=9.812\times10^{-6}$, times $2+0.8^{-9}=9.451$, gives $9.273\times10^{-5}$. It exceeds the actual maximum about twofold for $m=4,8$ and tenfold for $m=16$.

In the band-limited regime $\delta E=-\tfrac12\int_{\rm zone}(2\pi)^{-3}(4\pi/k^2)|\hat\rho|^2(1-R)\,d^3k\le0$, the sign found in all three rows. The energy error falls faster with $m$ than the potential error. For one Gaussian $|\hat\rho|^2=q^2e^{-k^2\sigma^2}$ is the transform at width $\sqrt2\sigma$, so at leading order $\delta E=\tfrac12q^2\,2^{-(m+1)/2}\delta V_c$, which has this trend.

At the box corner $(-8,-8,-8)$ bohr the $m=4$ error is positive, $1.7\times10^{-8}$ Ha/$e$, while at the origin it is negative. The function $\sum\partial^4(1/r)$ is harmonic, of degree $-5$ and cubic, so it is proportional to $P/r^9$ with the cubic harmonic above, the one harmonic combination of $\sum x^4$ and $r^4$. On an axis $P/r^4=\tfrac25$ and the value is $24\cdot\tfrac74/r^5=42/r^5$; on the diagonal $P/r^4=\tfrac13-\tfrac35=-\tfrac4{15}$, giving $-28/r^5$. Placing the net charge at the origin, $\delta V\approx0.4^4\times(-0.3/24)\times(-28)/(8\sqrt3)^5=1.75\times10^{-8}$ Ha/$e$. On a diagonal the gradient of this function is radial by threefold symmetry, so the dipole $\mathbf d$ changes the estimate by the relative amount $5\,\mathbf d\cdot\hat{\mathbf r}/r$ to first order (for unit net charge). Toward this corner $\mathbf d\cdot\hat{\mathbf r}=-0.2/\sqrt3$ and this first-order change is only $-4\%$; toward $(8,-8,-8)$ bohr $\mathbf d\cdot\hat{\mathbf r}=3.8/\sqrt3$ and it is $+79\%$. The point-charge estimate is therefore close only where $\mathbf d$ is nearly perpendicular to $\hat{\mathbf r}$, as at this corner and the opposite one, and not at the other six. For $m=16$ the leading term at this corner is of order $10^{-19}$ Ha/$e$, so the computed $9.2\times10^{-14}$ is the error of the Gaussian sum for $1/r$ and says nothing about the order. It lies well below the worst case $5\times10^{-11}/(8\sqrt3)\approx4\times10^{-12}$ because that error oscillates in $\ln r$ and partly averages out over the smooth density. For $m=8$, $\partial_\alpha^m(1/r)=m!\,P_m(x_\alpha/r)/r^{m+1}$ with the Legendre value $P_8(1/\sqrt3)=11/72$ gives the point-charge estimate $0.4^8\times(-21.6176)\times3\times\tfrac{11}{72}/(8\sqrt3)^9=-3.4\times10^{-13}$ Ha/$e$. Adding the same quadrature error, $+0.9\times10^{-13}$, brings this close to the computed $-2.4\times10^{-13}$.

## Calculated quantities

```
m=2: M_m closed form = 0.16666667, M_(m+2) = 0.066666667, Riemann M_m = 0.16666651
m=4: M_m closed form = -0.3, M_(m+2) = -0.71428571, Riemann M_m = -0.3
m=6: M_m closed form = 1.7857143, M_(m+2) = 15.441176, Riemann M_m = 1.7857143
m=8: M_m closed form = -21.617647, M_(m+2) = -452.6393, Riemann M_m = -21.617647
m=16: M_m closed form = -31348366, M_(m+2) = -5.3291613e+09
random data m=4, h=0.7 bohr: charge 11.960186 e, worst defect a,b,c<=3: 2.7e-15
cubic harmonic defect: -1.033775, predicted -1.033791 e bohr^4
aliasing sigma=0.5, h=1.0, x0=0.2 bohr: charge err 4.444824e-03 e, dipole err -2.059919e-02 e bohr
step 0.6: max rel error of 1/r 7.5801e-04, amplitude formula 7.5791e-04
step 0.2, s in [-13,6], 96 Gaussians: max rel error 5.71e-11 (r 0.05..120), formula 5.44e-11
w_c = 2.303954e-06, tau = 1.569877e-05
m=8, p=0.01: I_0 = 0.9999999914, I_1 = 0.9900498259, sqrt(pi/p) = 17.7245385091
m=8, p=1: I_0 = 0.9528449836, I_1 = 0.4032896850, sqrt(pi/p) = 1.7724538509
m=8, p=100: I_0 = 0.1754575878, I_1 = 0.0011257127, sqrt(pi/p) = 0.1772453851
m=8, p=10000: I_0 = 0.0177226944, I_1 = 0.0000011692, sqrt(pi/p) = 0.0177245385
m=8 K(0, 0, 0): separable 2.349688309, direct 2.349688314
m=8 K(1, 0, 0): separable 1.056629533, direct 1.056629534
m=8 K(2, 1, 0): separable 0.441160335, direct 0.441160335
m=8 K(3, 2, 1): separable 0.267201212, direct 0.267201212
m=4 K(10,0,0)-1/n = -5.27378e-06, leading term -5.25000e-06
m=4 K(20,0,0)-1/n = -1.64268e-07, leading term -1.64063e-07
m=4, h=0.5 bohr: centre error -1.0088e-03 Ha/e, leading -1.1220e-03, ratio 0.8991
m=4, h=0.25 bohr: centre error -6.8376e-05 Ha/e, leading -7.0127e-05, ratio 0.9750
m=8, h=0.5 bohr: centre error -3.5956e-05 Ha/e, leading -5.8487e-05, ratio 0.6148
m=8, h=0.25 bohr: centre error -2.0235e-07 Ha/e, leading -2.2846e-07, ratio 0.8857
example: h = 0.4 bohr, 41^3 points, box +-8.0 bohr
  q = 2.0 e, sigma = 1.0 bohr, R = [0.5, 0.0, -0.3] bohr
  q = -1.0 e, sigma = 0.8 bohr, R = [-1.0, 0.5, 0.7] bohr
  Q (e): grid 1.000000000, analytic 1.000000000
  dx (e bohr): grid 2.000000000, analytic 2.000000000
  dy (e bohr): grid -0.500000000, analytic -0.500000000
  dz (e bohr): grid -1.300000000, analytic -1.300000000
  (3z^2-r^2)/2 (e bohr^2): grid 0.065000000, analytic 0.065000000
  xy (e bohr^2): grid 0.500000000, analytic 0.500000000
  distance 1.870829 bohr; E_aa 1.12837917, E_bb 0.35261849, E_ab -0.91504836 Ha
  analytic E = 0.56594929 Ha = 15.40026 eV; V(origin) = 0.82686014 Ha/e
  m=4: max|dV| 1.221e-03, bound 2.322e-03, corner dV 1.7e-08 Ha/e
  m=4: V(origin) 0.82622858 Ha/e, E 0.56569830 Ha = 15.39344 eV, dE -2.510e-04 Ha
  m=8: max|dV| 4.227e-05, bound 9.273e-05, corner dV -2.4e-13 Ha/e
  m=8: V(origin) 0.82684192 Ha/e, E 0.56594701 Ha = 15.40020 eV, dE -2.286e-06 Ha
  m=16: max|dV| 8.443e-07, bound 8.524e-06, corner dV 9.2e-14 Ha/e
  m=16: V(origin) 0.82685983 Ha/e, E 0.56594929 Ha = 15.40026 eV, dE -4.838e-09 Ha
```
